# Does One-Subband Occupation Guarantee High Mobility in a Nanowire?

**Q:** I want a high-mobility nanowire, so I plan to shrink it until a single subband is occupied. An electron can then go only forward or backward. Forward scattering does no harm, and backward scattering needs a large momentum transfer. With so few ways to scatter, surely the mobility must be high?

**A:** Your count of final directions is right. Mobility depends on how fast momentum is lost, though, and that involves three things: how much momentum each event removes, how strongly the scatterer couples to the state, and how many final states there are per unit energy. Let us start with the first. By how much does one elastic event reduce the current, on average?

**Q:** By the factor $1-\cos\theta$, where $\theta$ is the angle between the old and the new velocity. In the wire half of the events have $\theta=0$ and cost nothing.

**A:** And the other half have $\theta=\pi$ and cost 2. If the scatterer does not prefer either direction, the mean cost is

$$\tfrac12(0)+\tfrac12(2)=1 .$$

For isotropic scattering in the bulk, with $u=\cos\theta$ spread evenly from $-1$ to $1$,

$$\tfrac12\int_{-1}^{1}(1-u)\,du=1 .$$

The two are equal. Harmless forward events are paid for by backward events that reverse the velocity. For a scatterer without angular preference, restricting the angles gains nothing by itself.

**Q:** Are there scatterers like that in a real wire?

**A:** Acoustic phonons near room temperature are close to it. Take a parabolic band of isotropic mass $m$ and a deformation potential $D$, so that a strain $\nabla\cdot\mathbf u$ shifts the band edge by $D\,\nabla\cdot\mathbf u$. For a longitudinal phonon of wavevector $q$ and frequency $\omega=v_sq$, in a crystal of density $\rho$ and volume $V$, the squared matrix elements for absorption and emission add up to

$$\frac{D^2q^2\hbar}{2\rho V\omega}\,(2N+1).$$

If $\hbar\omega\ll k_BT$, then $2N+1\approx 2k_BT/\hbar\omega$, and the sum becomes

$$\frac{D^2q^2k_BT}{\rho V\omega^2}=\frac{C}{V},\qquad C=\frac{D^2k_BT}{\rho v_s^2}.$$

The wavevector has cancelled, so no direction is preferred. I also neglect the phonon energy in the electron's energy balance. The golden rule then gives the bulk rate

$$\frac1{\tau_3}=\frac{2\pi}{\hbar}\,C\,g_3(E),$$

where $g_3$ is the density of states per volume and per spin, since scattering conserves spin. By the argument about angles, this is also the momentum relaxation rate.

**Q:** In the wire I would just replace $g_3$ by the one-dimensional density of states.

**A:** That would leave the units wrong, and the missing factor is the important one. Let the wire have a square cross-section of side $W$ with hard walls, and let the phonons remain those of the bulk. The ground state is $\psi(x,y)e^{ikz}/\sqrt L$, with

$$\psi=\frac2W\sin\frac{\pi x}{W}\sin\frac{\pi y}{W}.$$

Momentum conservation along $z$ fixes $q_z$, but the transverse components of $\mathbf q$ are free. Each phonon couples through $I(\mathbf q_\perp)=\int|\psi|^2e^{i\mathbf q_\perp\cdot\mathbf r}\,dx\,dy$, and all of them contribute:

$$\frac1V\sum_{\mathbf q_\perp}|I|^2=\frac1L\int\frac{d^2q_\perp}{(2\pi)^2}|I|^2=\frac FL,\qquad F=\int|\psi|^4\,dx\,dy .$$

The last step is Parseval's theorem applied to $|\psi|^2$. Each direction gives

$$\frac4{W^2}\int_0^W\sin^4\frac{\pi x}{W}\,dx=\frac4{W^2}\cdot\frac{3W}{8}=\frac3{2W},$$

so that

$$F=\frac9{4W^2},\qquad \frac1{\tau_1}=\frac{2\pi}{\hbar}\,C\,F\,g_1(E).$$

A tighter state contains larger transverse wavevectors and therefore couples to more phonons. Squeezing the electron removes final directions but opens the door to more lattice modes.

**Q:** Then it is a contest between $F$ and the density of states. Who wins?

**A:** Let $E$ be the kinetic energy along the wire, or the total kinetic energy in the bulk, and let $v=\hbar k/m$. In the wire there are two final wavevectors, $\pm k$, and each contributes $1/(2\pi\hbar v)$. In the bulk we integrate over a sphere:

$$g_1=\frac1{\pi\hbar v},\qquad g_3=\frac{4\pi k^2}{(2\pi)^3\hbar v}=\frac{k^2}{2\pi^2\hbar v}.$$

The coupling $C$ cancels from the ratio of relaxation times:

$$\frac{\tau_1}{\tau_3}=\frac{g_3}{Fg_1}=\frac{k^2}{2\pi F}=\frac{mE}{\pi\hbar^2F}.$$

For mobility we need thermal averages. With nondegenerate carriers, $f\propto e^{-E/k_BT}$ and $-\partial f/\partial E=f/k_BT$, so the Boltzmann equation gives

$$\mu=\frac{e}{k_BT}\,\frac{\int g\,v_z^2\,\tau f\,dE}{\int g f\,dE}.$$

Write $s=E/k_BT$. In the wire $v_z^2=2E/m$ and $g\propto E^{-1/2}$. In the bulk the angular mean of $v_z^2$ is $2E/3m$ and $g\propto E^{1/2}$. Using $\Gamma(a+1)=a\Gamma(a)$ to absorb the factors 2 and 2/3,

$$\mu_1=\frac em\,\frac{\int_0^\infty s^{1/2}e^{-s}\tau_1\,ds}{\Gamma(3/2)},\qquad
\mu_3=\frac em\,\frac{\int_0^\infty s^{3/2}e^{-s}\tau_3\,ds}{\Gamma(5/2)} .$$

Since $\tau_1\propto s^{1/2}$ and $\tau_3\propto s^{-1/2}$, both numerators reduce to $\Gamma(2)=1$ times $\tau(k_BT)$. Hence

$$\mu_1=\frac em\,\frac{2}{\sqrt\pi}\,\tau_1(k_BT),\qquad \mu_3=\frac em\,\frac{4}{3\sqrt\pi}\,\tau_3(k_BT),$$

and the averaging contributes a factor $3/2$ to the ratio:

$$\frac{\mu_1}{\mu_3}=\frac32\cdot\frac{mk_BT}{\pi\hbar^2}\cdot\frac{4W^2}{9}=\frac{2mk_BTW^2}{3\pi\hbar^2}.$$

**Q:** So I choose a large $W$ and win.

**A:** You also asked for one subband. The transverse levels are $(\pi^2\hbar^2/2mW^2)(n_x^2+n_y^2)$. The lowest has $1+1=2$ in the bracket and the next has $4+1=5$, so the gap is

$$\Delta=\frac{3\pi^2\hbar^2}{2mW^2},\qquad\text{or}\qquad \frac{mW^2}{\hbar^2}=\frac{3\pi^2}{2\Delta}.$$

Insert this into the mobility ratio:

$$\boxed{\frac{\mu_1}{\mu_3}=\frac{2k_BT}{3\pi}\cdot\frac{3\pi^2}{2\Delta}=\frac{\pi k_BT}{\Delta}}$$

One-subband occupation requires $\Delta$ to be several times $k_BT$. That same condition makes the ratio smaller than one as soon as $\Delta>\pi k_BT$. In this model, with nondegenerate carriers, the better you isolate the subband, the lower the phonon-limited mobility falls relative to the bulk.

**Q:** Could I cool the wire instead of shrinking it?

**A:** Cooling isolates the subband too, but the ratio falls in proportion to $T$. The phonon-limited mobility of the wire does rise. Since $C\propto T$, the times at $E=k_BT$ scale as $\tau_1\propto T^{-1/2}$ and $\tau_3\propto T^{-3/2}$, so both mobilities improve and the bulk one improves faster. This holds while $\hbar\omega\ll k_BT$ for the phonons involved and while the carriers stay nondegenerate. Rough walls, which we come to below, act the other way: they scatter slow electrons more strongly, so cooling a narrow wire can lower its total mobility.

**Q:** My device is a fin, not a square wire. Does a rectangle help?

**A:** Let the sides be $a\ge b$. The overlap becomes $F=9/(4ab)$, so $W^2$ in the mobility ratio is replaced by $ab$. The first excited state lies along the longer side, with $\Delta=3\pi^2\hbar^2/(2ma^2)$. Therefore

$$\frac{\mu_1}{\mu_3}=\frac{2mk_BT\,ab}{3\pi\hbar^2}=\frac{\pi k_BT}{\Delta}\,\frac ba .$$

At a given gap the rectangle does worse than the square. A tall fin with many occupied levels along its height is a different case, because it is not a one-subband conductor.

**Q:** You used a one-subband formula right down to $\Delta=\pi k_BT$. Is the upper subband really empty there?

**A:** Not quite, so the formula should be checked against a calculation that keeps all relevant subbands. Using $2\sin^2\alpha=1-\cos2\alpha$, the overlap of levels $n$ and $m$ in one direction is

$$\frac1{W^2}\int_0^W\Big(1-\cos\frac{2\pi nx}{W}\Big)\Big(1-\cos\frac{2\pi mx}{W}\Big)dx=\frac1W\Big(1+\tfrac12\delta_{nm}\Big).$$

The product of two such factors gives $F_{ij}$ for subbands $i$ and $j$, and the rate in subband $i$ at total energy $E$ is

$$\frac1{\tau_i(E)}=\frac{2\pi}{\hbar}\,C\sum_jF_{ij}\,g_1(E-E_j),$$

summed over the subbands open at that energy. Forward and backward final states are equally likely in each of them, so electrons scattered into a subband bring no net current. I neglect quantum coherence between subbands.

Averaging over all subbands tests both ends. At $\Delta=12\,k_BT$ the full sum gives 0.2618, the same as $\pi/12$. At $\Delta=0.05\,k_BT$ it gives 1.0065, close to the bulk value of 1.

For the region between, take round model parameters: $m=0.2\,m_0$, $T=300$ K, $D=10$ eV, $\rho=5000$ kg/m³ and $v_s=5000$ m/s. They describe no particular material. The phonon-limited ratios to the bulk are:

| $W$ (nm) | $\Delta/k_BT$ | upper occupation | full sum | $\pi k_BT/\Delta$ |
|---:|---:|---:|---:|---:|
| 5 | 8.73 | 0.03% | 0.359 | 0.360 |
| 6 | 6.06 | 0.5% | 0.511 | 0.518 |
| 8 | 3.41 | 6.3% | 0.796 | 0.922 |
| 12 | 1.52 | 35% | 1.03 | 2.07 |
| 20 | 0.55 | 72% | 1.06 | 5.76 |

**Q:** The full sum goes above 1. So a wire can beat the bulk after all?

**A:** In this model it does, by a few per cent, at 12 and 20 nm. But there 35% and 72% of the electrons are already in upper subbands, so for nondegenerate carriers the small gain does not come with one-subband occupation. I have no derivation of its size, and the sum neglects coherence between subbands.

The formula gives a ratio of 1 at $W=8.33$ nm, where 8% of the carriers are in upper subbands. The full sum is still below 1 at 8 nm and above it at 12 nm, so its own crossing lies between those widths. The large values in the last column are the one-subband formula used outside its range.

**Q:** Fine, phonons are unavoidable. At least the walls should be harmless. They are smooth on the atomic scale, and backscattering needs a momentum transfer of $2\hbar k$.

**A:** First see how strongly a wall displacement acts. Confinement in one direction costs $\varepsilon=\pi^2\hbar^2/(2mW^2)$. If one wall moves outward by a small $h(z)$, the local subband edge shifts by

$$V(z)=\frac{d\varepsilon}{dW}\,h(z)=-\frac{\pi^2\hbar^2}{mW^3}\,h(z).$$

A bulge is a well and a constriction is a barrier. I take $h$ to be uniform along the other transverse direction, like ridges running across the wall. Bumps of the same height that also vary in that direction partly average out and scatter less.

**Q:** That assumes the width changes slowly. A sharper bump would mix in higher transverse modes.

**A:** It would, but not at first order in the reflected amplitude. Expand the wavefunction in the local modes, $\Psi=\sum_nc_n(z)\phi_n(x;z)$. Projecting the Schrödinger equation on $\phi_1$ gives

$$c_1''+\Big(k^2-\frac{2mV}{\hbar^2}\Big)c_1+\sum_n\big(2A_{1n}c_n'+B_{1n}c_n\big)=0,$$

with $A_{1n}=\int\phi_1\partial_z\phi_n\,dx$ and $B_{1n}=\int\phi_1\partial_z^2\phi_n\,dx$. Normalization gives $A_{11}=0$. Differentiating that relation gives $B_{11}=-\int(\partial_z\phi_1)^2dx$, which is second order in $h$. For $n>1$ both the couplings and the amplitudes $c_n$ are first order, so their products are second order. What remains at first order is $V$.

A coupled-mode calculation for a small smooth bump in a two-dimensional guide gave a reflection probability of $1.282\times10^{-5}$. The first-order formula gives $1.305\times10^{-5}$, so the two differ by about 2% of the latter. For a bump this low and smooth, nearly all of that difference comes from higher orders in $V$ within the lowest mode, not from mixing with other modes. The mode couplings matter more when the wall changes over a short distance. For a short bump with abrupt sides they can be large even when the bump is low. This also limits the accuracy of the exponential correlation used below, which contains steep small-scale bumps.

**Q:** How does that become a relaxation rate?

**A:** Write the equation for $c_1$ as $c_1''+k^2c_1=(2m/\hbar^2)Vc_1$. The outgoing Green function is $e^{ik|z-z'|}/(2ik)$. With the incident wave $e^{ikz'}$ inserted on the right, the reflected amplitude is

$$r=\frac{2m}{\hbar^2}\,\frac1{2ik}\int V(z')e^{2ikz'}dz'=\frac1{i\hbar v}\int V(z')e^{2ikz'}dz' .$$

For random walls, let $S_V(q)=\int\langle V(0)V(z)\rangle e^{iqz}dz$. Over a length $L$ much longer than the correlation length, $\langle|r|^2\rangle=L\,S_V(2k)/(\hbar v)^2$. The electron covers a length $v$ per unit time, so it is reversed at the rate $S_V(2k)/(\hbar^2v)$. Each reversal turns $+k$ into $-k$, a change of $2k$, and the current therefore relaxes twice as fast:

$$\frac1{\tau_r}=\frac{2S_V(2k)}{\hbar^2v}.$$

Let each wall have rms displacement $\sigma$ and correlation $\sigma^2e^{-|z|/\Lambda}$. The Fourier transform of the exponential is $2\Lambda/(1+q^2\Lambda^2)$. Four independent walls add their spectra:

$$S_V(2k)=4\Big(\frac{\pi^2\hbar^2}{mW^3}\Big)^2\sigma^2\,\frac{2\Lambda}{1+4k^2\Lambda^2}.$$

A numerical calculation that keeps only the lowest local mode, averaged over 16,000 random walls, agreed with the spectral formula at each of two widths within its sampling error of about 1%. That check used an rms displacement of at most 0.2% of the width. In the 5 nm example below it is 4%, and higher-order corrections are larger.

At fixed energy the wall rate grows as $W^{-6}$ and the phonon rate as $W^{-2}$. Their ratio grows as $W^{-4}$, so walls that are harmless in a wide wire can dominate in a narrow one.

**Q:** Put numbers on it. I would build a 5 nm wire.

**A:** Keep the same parameters, with $\sigma=0.2$ nm and $\Lambda=2$ nm. The gap is 225.6 meV and $k_BT=25.85$ meV, so $\Delta=8.73\,k_BT$. Your subband is well isolated, with 0.03% of the carriers above it.

The phonon overlap is $F=9/(4\times25)=0.090$ nm⁻². At $E=k_BT$ the wavevector is $k=0.368$ nm⁻¹, and

$$\frac{\tau_1}{\tau_3}=\frac{0.368^2}{2\pi\times0.090}=0.24 .$$

The rates agree with this: 6.46 ps⁻¹ in the wire and 1.55 ps⁻¹ in the bulk. Multiplying by the averaging factor $3/2$ gives a mobility ratio of 0.36. In absolute terms, the phonon-limited mobility is 4270 cm²/(V s) in the bulk and 1537 cm²/(V s) in the wire.

For the walls, the four displacements together give an rms potential of 12.03 meV, and the backscatter factor $1/(1+4k^2\Lambda^2)$ is 0.315. Thus

$$S_V(2k)=(12.03\ \text{meV})^2\times4\ \text{nm}\times0.315\approx182\ \text{meV}^2\,\text{nm}.$$

Since $\hbar v=2E/k$, at $E=k_BT$ we have $\hbar v=51.7/0.368\approx140$ meV nm. With $\hbar=0.658$ meV ps,

$$\frac1{\tau_r}=\frac{2\times182}{0.658\times140}\approx3.95\ \text{ps}^{-1}.$$

Adding the two rates at each energy and then averaging gives 1061 cm²/(V s), about 25% of the bulk phonon value. The roughness-limited mobility alone is 4228 cm²/(V s). Adding the inverse mobilities would give

$$\Big(\frac1{1537}+\frac1{4228}\Big)^{-1}\approx1127\ \text{cm}^2/(\text{V s}),$$

which is 6% above the proper average. The two rates depend differently on energy, so the order of adding and averaging matters.

**Q:** So at 5 nm the phonons do more damage than the walls. When do the walls take over?

**A:** For these parameters the two rates at $E=k_BT$ are equal at $W=4.42$ nm. With rising energy the wall rate falls more steeply than the phonon rate, so the two limiting mobilities become equal only in a narrower wire. Their ratio scales as $W^4$, which gives $5\,(1537/4228)^{1/4}\approx3.9$ nm. At 4.42 nm the wall potential is already 17 meV rms, a large part of $k_BT$, so first-order scattering theory is becoming doubtful. Walls that are also rough across the wire scatter less, which would move both crossings to narrower wires. Treat both widths as estimates.

**Q:** Then is my argument about restricted angles simply wrong?

**A:** It is right for disorder that is weak compared with the electron's kinetic energy and smooth on the scale $1/(2k)$. The wall rate depends on $\Lambda$ through $\Lambda/(1+4k^2\Lambda^2)$, whose derivative is

$$\frac{1-4k^2\Lambda^2}{(1+4k^2\Lambda^2)^2}.$$

At fixed $\sigma$, longer correlations therefore help once $2k\Lambda>1$. For slower electrons, with $2k\Lambda<1$, they hurt.

In our wire $2k\Lambda=1.47$ at $E=k_BT$, so a thermal electron is already on the favourable side. In first-order theory, raising $\Lambda$ to 20 nm lifts the roughness-limited mobility from 4228 to about 34,000 cm²/(V s), roughly eightfold. That is the benefit you had in mind. The real gain is smaller. A potential of 12 meV rms that varies this slowly contains some long barriers higher than $k_BT$, and these turn back thermal electrons that first-order theory lets through.

**Q:** Then the wire should be excellent.

**A:** Even in first-order theory, which overstates the gain, its total mobility rises only from 1061 to 1426 cm²/(V s), or 34%. The phonon limit of 1537 cm²/(V s) stays where it was, because smoother walls do not change $F$. You have removed one obstacle and run into the other.

**Q:** Which of these conclusions would you carry over to a real device?

**A:** The questions to ask carry over; the numbers do not. I would check these points first.

- **Phonons.** Optical phonons are left out, and so are changes of the phonon modes in a thin wire. The treatment above needs small phonon energies. At $q=2\pi/W$ with $W=5$ nm the energy is 4.1 meV, small beside $k_BT$ but not beside the energy of the slowest electrons.
- **Degeneracy.** The boxed ratio is for nondegenerate carriers, which with our parameters means line densities well below $2\sqrt{mk_BT/2\pi\hbar^2}\approx2\times10^6$ cm⁻¹. At a given energy the ratio found above is $\tau_1/\tau_3=2\pi E/3\Delta$. For strongly degenerate carriers both mobilities are $e\tau(E_F)/m$, so a wire filled to $E_F>3\Delta/2\pi\approx0.48\,\Delta$ can beat a bulk of the same Fermi energy while still occupying essentially one subband.
- **Bands.** Several valleys, anisotropic masses or nonparabolicity change both the gap and the density of states. Soft walls change $F$ and the effect of a wall displacement.
- **Disorder.** Impurities and screening are absent. First-order theory can be inaccurate for electrons whose kinetic energy is comparable with the wall potential. Adding rates also assumes that successive reflections do not interfere, so localization is excluded.
- **Comparison.** I compared the wire with a bulk crystal limited by acoustic phonons. If your reference sample is limited by smooth disorder, a one-subband wire with little backscattering may well come out ahead.

**Q:** So "one subband" should not be my design target.

**A:** Not by itself. It tells you which final states are left, but not how strongly the electron is driven into them. For that you need the overlap $F$ and the disorder spectrum at $2k$, and shrinking the wire raises the first and strengthens the wall potential in the second. If you need one subband for another reason, choose the widest wire that still isolates it well enough, and keep the rms displacement of its walls as small as you can.

## Calculated quantities

```
mass 0.20 m0; temperature 300 K
deformation potential 10.0 eV
density 5000 kg/m^3; sound speed 5000 m/s
roughness rms 0.20 nm; correlation 2.0 nm
thermal energy kT 25.85 meV
isotropic momentum loss weight: 3D 1.0000, 1D 1.0000
one-side overlap times W 1.50000
thin test: gap/kT 12.00, ratio 0.2618, law 0.2618
thick test: gap/kT 0.05, wire/bulk 1.0065
bump reflection: numeric 1.2820e-05, Born 1.3051e-05
random walls, numeric/Born: W=1 0.998, W=1.25 0.998
MAIN WIRE: side 5.0 nm
subband gap 225.6 meV = 8.727 kT
upper-subband occupation 0.032 percent
overlap F 0.0900 nm^-2
phonon energy at q=2pi/W 4.14 meV
wall potential rms, four walls 12.03 meV
thermal wavevector 0.3684 nm^-1
2k*correlation at E=kT 1.474
backscatter factor 1/(1+(2k*corr)^2) 0.3153
bulk phonon rate at E=kT 1.549 ps^-1
wire phonon rate at E=kT 6.456 ps^-1
wire roughness rate at E=kT 3.954 ps^-1
bulk phonon mobility 4270 cm^2/(V s)
wire phonon mobility 1537 cm^2/(V s)
wire roughness mobility 4228 cm^2/(V s)
wire total mobility 1061 cm^2/(V s)
wire/bulk: phonons 0.3600, total 0.2485
correlation 20 nm: roughness mobility 34447 cm^2/(V s)
correlation 20 nm: total mobility 1426 cm^2/(V s)
width where gap = pi kT 8.33 nm
upper occupation at that width 8.15 percent
width of equal rates at E=kT 4.42 nm
wall potential rms at that width 17.4 meV
phonon mobility wire/bulk: W, gap/kT, upper %, multisubband, law
   5 nm   8.727   0.032  0.3595   0.3600
   6 nm   6.061   0.465  0.5105   0.5184
   8 nm   3.409   6.320  0.7964   0.9215
  12 nm   1.515  34.741  1.0345   2.0734
  20 nm   0.545  72.097  1.0558   5.7596
  40 nm   0.136  93.172  1.0204  23.0383
one-subband total mobility: W, cm^2/(V s), ratio to bulk phonon value
  5 nm   1061 0.2485
  6 nm   1807 0.4232
  7 nm   2679 0.6275
```
